# The Barrier for Spherical-Cap Nucleation on a Flat Substrate: verification in Python

```python
"""
Result under test: a spherical-cap nucleus on a flat substrate has the barrier
    W_het = f(theta) * W_hom,   f = (2 + cos theta)(1 - cos theta)^2 / 4,
    W_hom = 16 pi gamma^3 / (3 g^2).
gamma : tension of the condensate-vapour surface (eV/nm^2 inside the program)
g     : work gained per volume condensed, kT ln(S)/Omega (eV/nm^3)
theta : Young contact angle; m = cos theta = (gamma_sv - gamma_cs)/gamma
x     : cosine of the geometric angle of a cap, free until energy fixes it
R     : radius of curvature of the cap (nm)
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar, root

pi = np.pi
eV = const.e
k_eV = const.k / const.e
GPa_per_eV_nm3 = eV * 1e27 / 1e9

# Rough typical inputs: liquid indium on an oxide
T = 800.0               # K
S = 100.0               # arrival flux / equilibrium evaporation flux
gamma_SI = 0.52         # J/m^2
Omega = 0.028           # nm^3 per atom
theta_deg = 120.0
gamma = gamma_SI / eV * 1e-18
kT = k_eV * T
dmu = kT * np.log(S)
g = dmu / Omega


def f(theta):
    c = np.cos(theta)
    return (2 + c) * (1 - c)**2 / 4


def cap_volume(R, x):
    return pi * R**3 * (2 + x) * (1 - x)**2 / 3


def cap_surface_energy(R, x, m):
    return gamma * pi * R**2 * (2 * (1 - x) - m * (1 - x**2))


def cap_radius(V, x):
    return (3 * V / (pi * (2 + x) * (1 - x)**2))**(1 / 3)


# Cap geometry from its definition
for deg in (35, 90, 140):
    a, R = np.radians(deg), 1.3
    c = np.cos(a)
    vol = quad(lambda z: pi * (R**2 - (z + R * c)**2), 0, R * (1 - c))[0]
    area = quad(lambda u: 2 * pi * R**2 * np.sin(u), 0, a)[0]
    assert abs(vol / cap_volume(R, c) - 1) < 1e-10
    assert abs(area / (2 * pi * R**2 * (1 - c)) - 1) < 1e-10

# Slope of the surface energy with x at fixed volume
for x, m in ((0.3, -0.4), (-0.6, 0.2), (0.1, 0.7)):
    V, h = 0.9, 1e-5
    slope = (cap_surface_energy(cap_radius(V, x + h), x + h, m)
             - cap_surface_energy(cap_radius(V, x - h), x - h, m)) / (2 * h)
    law = 2 * pi * gamma * cap_radius(V, x)**2 * (x - m) / (2 + x)
    assert abs(slope / law - 1) < 1e-6

# Homogeneous barrier by direct search over the radius of a sphere
R_star = 2 * gamma / g
W_hom = 16 * pi * gamma**3 / (3 * g**2)
search = minimize_scalar(
    lambda R: 4 * pi * R**3 * g / 3 - 4 * pi * R**2 * gamma,
    bounds=(0.01, 3.0), method="bounded", options={"xatol": 1e-9})
W_hom_search, R_search = -search.fun, search.x
assert abs(W_hom_search / W_hom - 1) < 1e-8
assert abs(R_search / R_star - 1) < 1e-5
V_sphere = 4 * pi * R_search**3 / 3


def relax_angle(V, m):
    """Minimum surface energy over the cap angle at fixed volume."""
    def energy(a):
        x = np.cos(a)
        return cap_surface_energy(cap_radius(V, x), x, m)
    return minimize_scalar(energy, bounds=(0.02, pi - 0.02),
                           method="bounded", options={"xatol": 1e-9})


# Saddle by nested search: minimum over angle, maximum over volume
largest_f_error = 0.0
for deg in (40, 75, 120, 150):
    th = np.radians(deg)
    m = np.cos(th)
    outer = minimize_scalar(
        lambda s: g * np.exp(s) - relax_angle(np.exp(s), m).fun,
        bounds=(np.log(1e-3 * V_sphere), np.log(3 * V_sphere)),
        method="bounded", options={"xatol": 1e-8})
    V_found, W_found = np.exp(outer.x), -outer.fun
    angle = relax_angle(V_found, m).x
    largest_f_error = max(largest_f_error,
                          abs(W_found / W_hom_search - f(th)))
    assert abs(W_found / W_hom_search / f(th) - 1) < 1e-6
    assert abs(V_found / V_sphere / f(th) - 1) < 1e-3
    assert abs(angle - th) < 1e-4
    assert abs(cap_radius(V_found, np.cos(angle)) / R_search - 1) < 1e-3
    assert abs(W_found / (g * V_found / 2) - 1) < 1e-3

# Free axisymmetric profile rho(t), t = cosine of polar angle from base centre
nodes, weights = np.polynomial.legendre.leggauss(40)
t_grid, t_weight = (nodes + 1) / 2, weights / 2


def reduced_energy(coeff, m):
    """Surface energy / (gamma V^(2/3)) for an arbitrary smooth profile."""
    series = np.polynomial.legendre.Legendre(np.r_[1.0, coeff], domain=[0, 1])
    rho, slope = series(t_grid), series.deriv()(t_grid)
    if rho.min() <= 0 or series(0.0) <= 0:
        return 1e3
    V = 2 * pi / 3 * np.sum(t_weight * rho**3)
    A = 2 * pi * np.sum(t_weight * rho
                        * np.sqrt(rho**2 + (1 - t_grid**2) * slope**2))
    return (A - m * pi * series(0.0)**2) / V**(2 / 3)


free_shape_f = {}
for deg in (60, 120):
    m = np.cos(np.radians(deg))
    start = np.array([0.05, -0.04, 0.03, 0.0, 0.0, 0.0, 0.0])
    best = minimize(reduced_energy, start, args=(m,), method="BFGS",
                    options={"gtol": 1e-7})
    K = gamma * best.fun
    free_shape_f[deg] = 4 * K**3 / (27 * g**2) / W_hom_search
    assert abs(free_shape_f[deg] - f(np.radians(deg))) < 1e-5

# Limits
assert abs(f(pi / 2) - 0.5) < 1e-12 and abs(f(pi) - 1) < 1e-12
assert abs(f(0.01) / (3 * 0.01**4 / 16) - 1) < 1e-3

# Example
theta = np.radians(theta_deg)
m0 = np.cos(theta)
W_het = f(theta) * W_hom
n_hom = 4 * pi * R_star**3 / 3 / Omega


def work(R, x, delta=0.0, tau=0.0):
    """Work with curvature-dependent tension (delta) and line tension (tau)."""
    return (-g * cap_volume(R, x) + cap_surface_energy(R, x, m0)
            - 4 * pi * gamma * delta * R * (1 - x)
            + 2 * pi * tau * R * np.sqrt(1 - x**2))


def saddle(delta=0.0, tau=0.0):
    h = 1e-5

    def gradient(p):
        R, x = p
        return [(work(R + h, x, delta, tau)
                 - work(R - h, x, delta, tau)) / (2 * h),
                (work(R, x + h, delta, tau)
                 - work(R, x - h, delta, tau)) / (2 * h)]
    sol = root(gradient, [R_star, m0], options={"eps": 1e-8})
    assert np.max(np.abs(gradient(sol.x))) < 1e-6
    return work(*sol.x, delta, tau), np.degrees(np.arccos(sol.x[1]))


assert abs(saddle()[0] / W_het - 1) < 1e-8
small_tau, small_delta = 1e-3, 1e-4
line_slope = 2 * pi * R_star * np.sin(theta)
curv_slope = -4 * pi * gamma * R_star * (1 - m0)
assert abs((saddle(tau=small_tau)[0] - W_het)
           / (small_tau * line_slope) - 1) < 0.01
assert abs((saddle(delta=small_delta)[0] - W_het)
           / (small_delta * curv_slope) - 1) < 0.01


def sphere_barrier(delta):
    r = minimize_scalar(
        lambda R: 4 * pi * R**3 * g / 3
        - 4 * pi * gamma * (R**2 - 2 * delta * R),
        bounds=(0.6 * R_star, 1.5 * R_star), method="bounded",
        options={"xatol": 1e-9})
    return -r.fun


# Compression of the droplet, constant bulk modulus B
B = 35.0 / GPa_per_eV_nm3
p_comp = -B * np.log(1 - dmu / (Omega * B))
assert abs(quad(lambda p: Omega * np.exp(-p / B), 0, p_comp)[0]
           / dmu - 1) < 1e-9
W_comp = f(theta) * 16 * pi * gamma**3 / (3 * p_comp**2)

# Substrate 10 K hotter at fixed arrival flux
L_evap, T_hot = 2.4, T + 10
S_hot = S * np.exp(-L_evap / k_eV * (1 / T - 1 / T_hot)) * np.sqrt(T_hot / T)
g_hot = k_eV * T_hot * np.log(S_hot) / Omega
W_hot = f(theta) * 16 * pi * gamma**3 / (3 * g_hot**2)

print("INPUTS (rough: liquid indium on an oxide)")
print(f"temperature = {T:.0f} K, supersaturation S = {S:.0f}")
print(f"surface tension = {gamma_SI:.2f} J/m^2 = {gamma:.4f} eV/nm^2")
print(f"atomic volume = {Omega:.3f} nm^3, theta = {theta_deg:.0f} deg")
print(f"gamma_sv - gamma_cs = {gamma_SI * m0:.3f} J/m^2")
print("CRITICAL NUCLEUS")
print(f"kT = {kT:.5f} eV, ln S = {np.log(S):.4f}")
print(f"delta mu = {dmu:.4f} eV per atom")
print(f"g = {g:.3f} eV/nm^3")
print(f"critical radius = {R_star:.4f} nm")
print(f"cap height = {R_star * (1 - m0):.3f} nm")
print(f"cap base diameter = {2 * R_star * np.sin(theta):.3f} nm")
print(f"cube root of atomic volume = {Omega**(1/3):.3f} nm")
print(f"factor f = {f(theta):.5f}")
print(f"homogeneous barrier = {W_hom:.3f} eV = {W_hom / kT:.1f} kT")
print(f"cap barrier = {W_het:.3f} eV = {W_het / kT:.1f} kT")
print(f"atoms: sphere {n_hom:.1f}, cap {n_hom * f(theta):.1f}")
print(f"Boltzmann factor ratio cap/sphere = "
      f"{np.exp((W_hom - W_het) / kT):.2e}")
print("TABLE: theta (deg), f, barrier (eV), barrier (kT), atoms")
for deg in (30, 60, 90, 120, 150, 180):
    q = f(np.radians(deg))
    print(f"{deg:4d} {q:8.5f} {q * W_hom:7.3f} "
          f"{q * W_hom / kT:6.1f} {q * n_hom:6.1f}")
print("INDEPENDENT ROADS TO f")
print(f"nested search, largest error in f = {largest_f_error:.1e}")
for deg, value in free_shape_f.items():
    print(f"free profile, {deg} deg: f = {value:.6f}")
print("NEGLECTED EFFECTS (cap barrier in eV)")
for delta in (0.02, -0.02):
    W_c, angle = saddle(delta=delta)
    W_s = sphere_barrier(delta)
    print(f"delta = {delta:+.2f} nm: cap {W_c:.3f}, sphere {W_s:.3f} eV")
    print(f"   ratio cap/sphere = {W_c / W_s:.4f}, angle {angle:.1f} deg")
for tau_pN in (10.0, -10.0):
    tau = tau_pN * 1e-12 / eV * 1e-9
    W_l, angle = saddle(tau=tau)
    print(f"line tension {tau_pN:+.0f} pN: {W_l:.3f} eV, "
          f"angle {angle:.1f} deg")
print(f"Laplace pressure = {g * GPa_per_eV_nm3:.2f} GPa")
print(f"compressible, B = {B * GPa_per_eV_nm3:.0f} GPa: {W_comp:.3f} eV")
print(f"yielding length gamma/E, E = 70 GPa: "
      f"{gamma_SI / 70e9 * 1e9:.4f} nm")
for deg in (110, 130):
    q = f(np.radians(deg))
    print(f"theta = {deg} deg: f = {q:.4f}, barrier {q * W_hom:.3f} eV")
print(f"10 K hotter, evaporation energy {L_evap:.1f} eV: S = {S_hot:.1f}")
print(f"   barrier = {W_hot:.3f} eV = {W_hot / (k_eV * T_hot):.1f} kT")
print("every check passed")
```

Running it gives:

```
INPUTS (rough: liquid indium on an oxide)
temperature = 800 K, supersaturation S = 100
surface tension = 0.52 J/m^2 = 3.2456 eV/nm^2
atomic volume = 0.028 nm^3, theta = 120 deg
gamma_sv - gamma_cs = -0.260 J/m^2
CRITICAL NUCLEUS
kT = 0.06894 eV, ln S = 4.6052
delta mu = 0.3175 eV per atom
g = 11.338 eV/nm^3
critical radius = 0.5725 nm
cap height = 0.859 nm
cap base diameter = 0.992 nm
cube root of atomic volume = 0.304 nm
factor f = 0.84375
homogeneous barrier = 4.456 eV = 64.6 kT
cap barrier = 3.760 eV = 54.5 kT
atoms: sphere 28.1, cap 23.7
Boltzmann factor ratio cap/sphere = 2.43e+04
TABLE: theta (deg), f, barrier (eV), barrier (kT), atoms
  30  0.01286   0.057    0.8    0.4
  60  0.15625   0.696   10.1    4.4
  90  0.50000   2.228   32.3   14.0
 120  0.84375   3.760   54.5   23.7
 150  0.98714   4.399   63.8   27.7
 180  1.00000   4.456   64.6   28.1
INDEPENDENT ROADS TO f
nested search, largest error in f = 3.3e-16
free profile, 60 deg: f = 0.156250
free profile, 120 deg: f = 0.843750
NEGLECTED EFFECTS (cap barrier in eV)
delta = +0.02 nm: cap 3.059, sphere 3.539 eV
   ratio cap/sphere = 0.8645, angle 125.0 deg
delta = -0.02 nm: cap 4.460, sphere 5.406 eV
   ratio cap/sphere = 0.8251, angle 115.7 deg
line tension +10 pN: 3.951 eV, angle 122.7 deg
line tension -10 pN: 3.563 eV, angle 117.5 deg
Laplace pressure = 1.82 GPa
compressible, B = 35 GPa: 3.565 eV
yielding length gamma/E, E = 70 GPa: 0.0074 nm
theta = 110 deg: f = 0.7465, barrier 3.326 eV
theta = 130 deg: f = 0.9157, barrier 4.080 eV
10 K hotter, evaporation energy 2.4 eV: S = 65.5
   barrier = 4.448 eV = 63.7 kT
every check passed
```
